# Choosing the Number of Fermi Poles in Time-Dependent Resonant-Level Transport

## Definitions and conventions

When a driven current is propagated in time, the Fermi function of each lead can be represented by $N$ poles. This text shows how to choose $N$, which also limits the time step. The model is one spinless level coupled to non-interacting leads $\alpha$,

$$H=\varepsilon(t)d^\dagger d+\sum_{\alpha k}[\varepsilon_{k}+\Delta_\alpha(t)]c_k^\dagger c_k+\sum_{\alpha k}V_k(d^\dagger c_k+c_k^\dagger d),$$

with real $V_k$. Formulas use $\hbar=1$, and $T$ stands for $k_BT$. A lead shift $\Delta_\alpha$ moves all energies of that lead rigidly. Occupations remain $f_\alpha(\varepsilon_k)=1/(e^x+1)$, $x=(\varepsilon_k-\mu_\alpha)/T$, as fixed before the shift. The spectral density is taken as a sum of Lorentzians,

$$\Gamma_\alpha(\omega)=2\pi\sum_kV_k^2\delta(\omega-\varepsilon_k)=\sum_{l\in\alpha}\frac{G_lW_l^2}{(\omega-c_l)^2+W_l^2}.$$

Let $\phi_\alpha=\sum_{k\in\alpha}V_kc_k$. The Heisenberg equation $\dot d=-i\varepsilon d-i\sum_\alpha\phi_\alpha$ gives, for $n=\langle d^\dagger d\rangle$,

$$\dot n=\sum_\alpha I_\alpha,\qquad I_\alpha=2\,\mathrm{Im}\langle d^\dagger\phi_\alpha\rangle .$$

$I_\alpha$ is the particle current from lead $\alpha$ into the level; electrical values below are $e I_\alpha$ with positive $e$.

## The retarded memory

Integrating $i\dot c_k=(\varepsilon_k+\Delta_\alpha)c_k+V_kd$ from $t_0$, multiplying by $V_k$ and summing gives $\phi_\alpha=\xi_\alpha+$ memory. The noise $\xi_\alpha$ contains the initial lead operators. The memory is

$$-i\int_{t_0}^t dt'\,e^{-i\int_{t'}^t\Delta_\alpha}\left[\int\frac{d\omega}{2\pi}\Gamma_\alpha(\omega)e^{-i\omega(t-t')}\right]d(t').$$

For $t>t'$ the $\omega$ contour closes below, with factor $-2\pi i$. The residue of a Lorentzian at $c_l-iW_l$ is $G_lW_l^2/(-2iW_l)=iG_lW_l/2$, so the bracket is $\sum_lg_le^{-i(c_l-iW_l)(t-t')}$, $g_l=G_lW_l/2$. Each exponential defines a variable $y_l$, and differentiation gives

$$\dot y_l=-i(c_l+\Delta_\alpha-iW_l)y_l-ig_ld,\qquad \phi_\alpha=\xi_\alpha+\sum_{l\in\alpha}y_l .$$

No approximation has been made for Lorentzian bands. A sharp band edge would need many Lorentzians.

## Poles of the Fermi function

Write $f=\frac12-\frac12\tanh(x/2)$. The continued fraction $\tanh y=y/(1+y^2/(3+y^2/(5+\dots)))$ at $y=x/2$ becomes

$$\tanh\frac x2=\frac{x/2}{1+\dfrac{x^2\beta_1^2}{1+\dfrac{x^2\beta_2^2}{1+\cdots}}},\qquad \beta_m^2=\frac1{4(2m-1)(2m+1)} .$$

Let $B$ be the symmetric $M\times M$ matrix with off-diagonal elements $\beta_m$ and zero diagonal. Eliminating rows from the bottom shows that $[(1-ixB)^{-1}]_{11}$ is this fraction without its numerator, cut after $M$ levels. Take $M=2N$. Eigenvalues then come in non-zero pairs $\pm b_p$ with equal squared first components $v_p^2$, and each pair contributes $2v_p^2/(1+x^2b_p^2)$. Therefore

$$f_N(x)=\frac12-\sum_{p=1}^N\frac{2R_px}{x^2+\zeta_p^2},\qquad \zeta_p=\frac1{b_p},\quad R_p=\frac{v_p^2}{4b_p^2}.$$

## How the error depends on N

Let $P_M/Q_M$ be the truncated fraction for $\tanh y$. Numerator and denominator both obey $X_M=(2M-1)X_{M-1}+y^2X_{M-2}$, with $P_0=0,P_1=y,Q_0=Q_1=1$. Hence $P_M$ is odd and $Q_M$ even in $y$. With $\theta_M(y)=Q_M+P_M$,

$$f_N=\frac12\left(1-\frac{P_M}{Q_M}\right)=\frac q{1+q},\qquad q=\frac{\theta_M(-y)}{\theta_M(y)} .$$

The Bessel recurrences for $K_\nu$ and $(-1)^MI_\nu$, $\nu=M+\frac12$, turn into the same recurrence after multiplication by $y^\nu$. Matching $\theta_0=1$ and $\theta_1(\pm y)=1\pm y$ gives

$$\theta_M(y)=\sqrt{\tfrac2\pi}\,e^{y}y^\nu K_\nu(y),\qquad \theta_M(-y)=\sqrt{\tfrac2\pi}\,e^{-y}y^\nu[K_\nu+(-1)^M\pi I_\nu].$$

For even $M$ and $x>0$, $q=e^{-x}[1+\pi I_\nu(x/2)/K_\nu(x/2)]>e^{-x}$. The coefficients of $\theta_M$ are positive, so also $q\le1$. Thus $f<f_N\le\frac12$ for $x>0$, and $f_N(-x)=1-f_N(x)$ covers the other side. The approximate occupations stay between 0 and 1, as does the level occupation they produce, apart from time-step error.

For the tail, $u=\sqrt y\,K_\nu$ obeys $u''=(1+\Lambda/y^2)u$, $\Lambda=M(M+1)$. Inserting $w=u'/u$ into $w'+w^2=1+\Lambda/y^2$ and matching powers gives

$$w=-1-\frac{\Lambda}{2y^2}+\frac{\Lambda}{2y^3}+\frac{\Lambda^2-6\Lambda}{8y^4}+\dots$$

Integration gives $\ln\theta_M$; its even powers of $1/y$ cancel in $q$:

$$q\simeq\exp\left[-\frac{\Lambda}{y}+\frac{\Lambda^2-6\Lambda}{12y^3}\right].$$

When the second term is small and $e^{-x}\ll q\ll1$,

$$f_N-f\simeq e^{-2M(M+1)/x}.$$

At $N=20$, $x=300$ this is $1.785\times10^{-5}$; the second term raises it by 7 %, and the computed error is $1.905\times10^{-5}$. The accurate range grows as $N^2$.

The same expression locates the outermost pole: $q=-1$ requires $\Lambda/y=\pm i\pi$, so

$$\zeta_{\max}\simeq\frac{2M(M+1)}\pi .$$

For $N=20$ this is 1044.1, against 1044.6 from the eigenvalues.

## Closed differential equations

The noise correlation $\langle\xi_\alpha^\dagger(t')\xi_\alpha(t)\rangle$ for $\tau=t-t'>0$ is $e^{-i\int_{t'}^t\Delta_\alpha}\int\frac{d\omega}{2\pi}\Gamma_\alpha f_\alpha e^{-i\omega\tau}$. Replace $f_\alpha$ by $f_N$ and close the contour below. The integral becomes $\sum_pC_pe^{-iw_p\tau}$, where $p$ now runs over both kinds of pole:

- Fermi pole: $w=\mu_\alpha-i\zeta T$. The residue of $f_N$ in $\omega$ is $-RT$, so $C=iRT\,\Gamma_\alpha(w)$.
- Lorentzian pole: $w=c_l-iW_l$, $C=g_lf_N((w-\mu_\alpha)/T)$.

The second line contains $f_N$, not $f$, because all terms come from the same integrand. If two poles coincide, their separate terms diverge although the sum is finite; a small change of $W_l$ removes the coincidence.

Collect $x=(d,y_1,y_2,\dots)$, so that $\dot x=-iAx-ie\sum_\alpha\xi_\alpha$. Here $e$ is the unit vector of the level. $A$ has first row $(\varepsilon,1,1,\dots)$, first column $(\varepsilon,g_1,g_2,\dots)$, remaining diagonal $c_l+\Delta_\alpha-iW_l$, and zeros elsewhere. Let $U(t,t')$ be its propagator. The initial level is uncorrelated with the leads, and different leads are uncorrelated, so $\langle x_a^\dagger\xi_\alpha\rangle=\sum_{p\in\alpha}K_{ap}$ with

$$K_{ap}=iC_p\int_{t_0}^tdt'\,U^*_{ad}(t,t')e^{-iw_p(t-t')-i\int_{t'}^t\Delta_\alpha}.$$

The derivative acts on the upper limit, on $U^*$ and on the exponential. Writing $K_p$ for the column,

$$\dot K_p=iA^*K_p-i(w_p+\Delta_\alpha)K_p+ieC_p .$$

For $\mathcal N_{ab}=\langle x_a^\dagger x_b\rangle$ and $\kappa=\sum_pK_p$, the product rule gives

$$\dot{\mathcal N}=iA^*\mathcal N-i\mathcal NA^{T}+ie\kappa^\dagger-i\kappa e^T,$$

$$I_\alpha=2\,\mathrm{Im}\Big[\sum_{p\in\alpha}K_{dp}+\sum_{l\in\alpha}\mathcal N_{dl}\Big].$$

The number of unknowns is linear in $N$. Setting the derivatives to zero yields the stationary state from linear equations. Interactions would add higher correlations and break this closure.

## Tests of the equations

The equations were tested against unitary evolution with explicit lead levels, 320 per Lorentzian. In units of a reference rate, the left lead had $\mu=0.3$ and $(G,W,c)=(0.6,4,0),(0.4,2,3)$; the right had $\mu=-0.2$ and $(0.8,5,-1)$; $T=0.25$. A filled level was coupled suddenly and driven through three stages of duration 2, with $(\varepsilon,\Delta_L,\Delta_R)=(0.5,0,0),(-0.8,1.5,0),(0.3,0.4,-1)$. At the middle and end of each stage, occupations differed by at most $7.6\times10^{-6}$ and currents by $1.9\times10^{-4}$.

A common shift $2\sin5t$ of all energies changed nothing beyond rounding: it cancels between $A^*$ and $\Delta_\alpha$, and between $A^*$ and $A^T$.

## The exact step transient

Suppose the junction is stationary before $\Delta_\alpha$ jumps from zero at $t=0$. Noise from lead energy $\omega$ then has time factor $z=e^{-i\omega t}$ before the step and $e^{-i(\omega+\Delta_\alpha)t}$ after it. Its response obeys $\dot a=-iAa-iez$. The earlier solution is $(\omega-A_0)^{-1}ez$. A particular later solution is $(\omega+\Delta_\alpha-A_1)^{-1}ez$, and continuity fixes the homogeneous part:

$$a^\alpha=e^{-iA_1t}\left[\frac1{\omega-A_0}-\frac1{\omega+\Delta_\alpha-A_1}\right]e+\frac{z}{\omega+\Delta_\alpha-A_1}e .$$

With the true Fermi function,

$$n=\sum_\alpha\int\frac{d\omega}{2\pi}\Gamma_\alpha f_\alpha|a_d^\alpha|^2,$$

$$I_\alpha=2\,\mathrm{Im}\int\frac{d\omega}{2\pi}\Big[\Gamma_\alpha f_\alpha a_d^{\alpha*}z_\alpha+\sum_\beta\Gamma_\beta f_\beta a_d^{\beta*}\sum_{l\in\alpha}a_l^\beta\Big].$$

These quadratures contain neither Fermi poles nor a time step.

## Worked example

Take $\Gamma_L=\Gamma_R=10$ µeV (each the strength $G$ of one Lorentzian), $W=500$ µeV, $c=\mu=0$, a level at 30 µeV and temperature 0.1 K, so $k_BT=8.617$ µeV. At $t=0$ the left lead rises by 100 µeV and the right falls by 100 µeV. With $N=20$ there are three components of $x$, 42 noise poles and $3\times3+3\times42=135$ unknowns.

| $t$ (ps) | $n$ | $I_L$ (nA) | $I_R$ (nA) |
|---:|---:|---:|---:|
| 2 | 0.132 | 0.618 | −0.570 |
| 10 | 0.159 | 1.817 | −0.669 |
| 20 | 0.257 | 2.011 | −0.323 |
| 40 | 0.384 | 1.393 | −0.893 |
| 80 | 0.462 | 1.202 | −1.007 |
| 400 | 0.500 | 1.099 | −1.099 |

At 14 times between 1 and 400 ps, the propagated currents differ from the exact transient by at most $1.7\times10^{-7}$ of the steady current.

The two currents start nearly opposite. The step adds $-i\Delta_\alpha\langle d^\dagger\phi_\alpha\rangle$ to a stationary correlation, hence $\dot I_\alpha(0^+)=-2\Delta_\alpha\mathrm{Re}\langle d^\dagger\phi_\alpha\rangle$. The leads are identical before the step and their shifts are opposite, so the occupation has no initial acceleration.

The left current peaks at 2.045 nA after 16.8 ps, 1.86 times its steady value. A rate picture explains the scale: $e\Gamma_L/\hbar=2.43$ nA multiplied by the empty fraction, initially $1-0.131$, gives 2.11 nA. At 20 ps it gives 1.81 nA against the computed 2.01 nA, so rates alone miss part of the transient.

For the steady value, $\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)=5$ µeV corresponds to 1.217 nA. In the wide-band, zero-temperature limit, the part of the resonance inside the bias window is $[\arctan(70/10)+\arctan(130/10)]/\pi=0.930$, which gives 1.13 nA. Finite bandwidth and temperature are included in the computed 1.099 nA, which agrees with the Landauer integral to the printed digits.

## Choosing N and the time step

With the step fixed at 0.1 ps, the largest current errors at the sampled times up to 60 ps, relative to the steady current, are:

| Poles | Error |
|---|---:|
| $N=4$ | $1.1\times10^{-2}$ |
| $N=8$ | $1.8\times10^{-4}$ |
| $N=20$ | $1.5\times10^{-7}$ |
| Matsubara, $N=20$ | $6.3\times10^{-2}$ |

At $N=20$ the replacement of $f$ by $f_N$ alone contributes only about $3\times10^{-8}$; the rest of that entry comes from the time step and the reference quadrature. The samples start at 1 ps, and earlier pole errors are larger: $3.9\times10^{-4}$ at 0.5 ps for $N=8$ and $1.9\times10^{-6}$ at 0.1 ps for $N=20$.

Matsubara poles have $\zeta_p=(2p-1)\pi$, $R_p=1$. Their omitted tail is about $x/(2\pi^2N)$ for $|x|\ll2\pi N$. At the level, $x=-8.1$ for the left lead and 15.1 for the right. The error in $f_L-f_R$ is then about $-(0.021+0.038)=-0.059$, the size seen in the table.

For the continued-fraction poles, let $E$ be the largest energy distance from $\mu_\alpha$ that matters and $\eta$ the tolerated error of $f$ there. For large $N$ the tail law gives

$$N\simeq\sqrt{\frac{E\ln(1/\eta)}{8k_BT}} .$$

It requires $E/k_BT\gg\ln^2(1/\eta)/6$, so that the correction in the exponent is small. As a starting value, let $E$ cover $W_l+|c_l-\mu_\alpha|$ and $|\varepsilon-\Delta_\alpha-\mu_\alpha|$; finer time resolution calls for a larger $E$. Here $E=W$ and $\eta=10^{-4}$ give $N\approx8$, consistent with the table. The error of $f$ at one energy is not a bound on the current error, so $N$ should then be raised until the required currents stop changing.

The outermost Fermi pole decays at the rate $\zeta_{\max}k_BT/\hbar=13.68$ ps$^{-1}$. In the equation for $K_p$ the decay contained in $A^*$ adds to this, at most about $W/\hbar=0.76$ ps$^{-1}$, so the fastest rate is about 14.4 ps$^{-1}$. The classical fourth-order Runge–Kutta method is stable for real decay if step times rate is below about 2.785, which here means about 0.19 ps. Oscillations and accuracy can demand less. Inserting the rule for $N$ gives an outermost-pole rate of about $E\ln(1/\eta)/(\pi\hbar)$, to which $W/\hbar$ is added. At fixed $E$ and $\eta$, cooling therefore raises $N$ as $T^{-1/2}$ but leaves this stability limit nearly unchanged.

If the band structure is irrelevant, the wide-band limit is an alternative. At eight times from 5 to 200 ps, its largest difference in $I_L$ is 3.3, 0.82 and 0.23 % of the example's steady current for $W=0.5$, 2 and 8 meV, with the other parameters fixed. Just after the step the gap can be larger: for $W=0.5$ meV it is about 8 % at 1 ps.

## Use for a quantum dot

The parameters are in the rough range of a gate-defined GaAs dot in a dilution refrigerator, but the Lorentzian bandwidth is a model choice. A single spin level needs a strong field: 10 T and the bulk value $|g|=0.44$ give a splitting of 255 µeV. The field should lie in the plane, since 10 T perpendicular to the electron gas would put the leads in the quantum Hall regime. Treated as an independent level with the same tunnel rates, the upper spin state would carry 0.9 % of the steady current. The effective $|g|$ of a dot is often smaller than the bulk value; a splitting of 200 µeV would raise this to 1.5 %. The same estimate gives 0.2 % for an orbital 0.5 meV higher and 0.03 % for a level raised by a charging energy of 1.5 meV. These are estimates, not bounds, and omit correlated tunnelling. The assumption of a single spin state fails clearly at zero field: in the large-bias rate picture, a spin pair with double occupation blocked carries 1.33 times the spinless steady current, and just after the step its left current is nearly twice the spinless one.

Pulse shape and heating mainly change the peak. A 50 ps linear rise lowers it to 1.91 nA. With equal junction capacitances and gates neglected, the two junctions in series have a quarter of the total dot capacitance $C$. For $e^2/C=1.5$ meV, a bias of 0.2 mV then moves the charge $e\,(0.2/6.0)$, which adds a displacement current of $e(0.2/6.0)/(50\ \mathrm{ps})=0.11$ nA during the rise. The changing charge on the dot induces a further displacement current, $-(I_L+I_R)/2$ at each terminal for equal capacitances. Apart from the bias term, the external circuit therefore carries $(I_L-I_R)/2$: at 10 ps in the table above this is 1.24 nA, while $I_L$ is 1.82 nA. The peaks quoted here belong to the particle current through the left junction, not to the current in the external circuit. At 0.2 K with an instantaneous step, the peak is 1.74 nA and the steady current 1.07 nA. The peak of $(I_L-I_R)/2$ is much less sensitive to heating: 1.24 nA at 0.1 K and 1.21 nA at 0.2 K. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Pole sum minus Bessel form of f_N, max: 3.3e-15
f_N - f at x = 300, N = 20: 1.905e-05; tail law 1.785e-05
Noise correlation, pole sum minus quadrature: 3.8e-11
Discrete-lead test, max gap: occupation 7.6e-06, current 1.9e-04 (rate units)
Common-shift test, max change: 2.2e-16
Tunnel rates Gamma_L = Gamma_R: 10 ueV; band half-width W: 500 ueV
Level: 30 ueV; bias step: 0.2 mV; temperature: 0.1 K
kT: 8.617 ueV; W/kT: 58.02
Lifetime hbar/(Gamma_L+Gamma_R): 32.91 ps
Ringing period 2 pi hbar/|level - mu_L|: 59.1 ps
Ringing period 2 pi hbar/|level - mu_R|: 31.8 ps
Fermi poles N: 20; smallest zeta 3.1416, largest 1044.6
Fastest mode rate: 13.68 1/ps; time step: 0.1 ps
Complex unknowns in [N | K]: 135
t (ps) | n | I_L propagated (nA) | I_L exact (nA) | I_R propagated (nA)
  0 | 0.13148 | -0.00000 | equilibrium | -0.00000
  2 | 0.13164 | 0.61773 | 0.61773 | -0.56984
  5 | 0.13516 | 1.24019 | 1.24019 | -0.87002
 10 | 0.15886 | 1.81686 | 1.81686 | -0.66852
 20 | 0.25747 | 2.01104 | 2.01104 | -0.32295
 30 | 0.34147 | 1.68566 | 1.68566 | -0.73720
 40 | 0.38359 | 1.39262 | 1.39262 | -0.89280
 80 | 0.46155 | 1.20222 | 1.20222 | -1.00681
160 | 0.49607 | 1.10738 | 1.10738 | -1.09100
320 | 0.49950 | 1.09904 | 1.09904 | -1.09889
400 | 0.49953 | 1.09897 | 1.09897 | -1.09896
Max current error / steady current: 1.7e-07; occupation error: 1.0e-09
Peak I_L: 2.0450 nA at 16.8 ps
Steady current: 1.09896 nA; Landauer: 1.09896 nA
Steady occupation: 0.49953
Relative current error up to 60 ps, Pade N = 4: 1.1e-02
Relative current error up to 60 ps, Pade N = 8: 1.8e-04
Relative current error up to 60 ps, Pade N = 20: 1.5e-07
Relative current error up to 60 ps, Matsubara N = 20: 6.3e-02
Gap to wide-band I_L / steady, W = 0.5, 2, 8 meV: 3.3e-02, 8.2e-03, 2.3e-03
Wide-band peak I_L: 2.0302 nA
Rough inputs: |g| 0.44, field 10 T, orbital gap 0.5 meV, charging 1.5 meV
Zeeman splitting: 254.7 ueV; upper spin level current: 0.90 % of steady
Next orbital current: 0.235 % of steady
Level raised by charging energy, current: 0.0273 % of steady
Zero field, blockaded spin pair / spinless rate current: 1.333
Peak I_L with 50 ps linear rise: 1.9060 nA
Displacement current during that rise: 0.107 nA
At 0.2 K: peak I_L 1.7373 nA, steady 1.0718 nA
```
